# A Methyl Carbon Capping a Lithium Triangle: Hückel Levels and Stabilisation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the levels and the root of three

### A factor of 2.7

Take a carbon orbital at \(-10\) eV and a lithium orbital at \(-4\) eV, and let a resonance integral of strength 1.5 eV connect them. The lower of the two resulting levels lies 0.354 eV below the carbon orbital. Now let the same carbon orbital touch three such lithium orbitals, each with the same resonance strength and with no resonance among the lithium atoms. The lowest level then lies 0.969 eV below the carbon orbital. Three contacts stabilise an electron 2.74 times as much as one.

Two simple expectations fail here. If each contact contributed independently, the factor would be 3. If the rule "three equivalent neighbours give a factor \(\sqrt3\)" applied to the energy, the factor would be 1.73. The solution of the four-orbital problem shows where each of these numbers belongs, and what changes when the lithium atoms also interact with one another.

### The cap as a four-orbital problem

In the methyllithium tetramer, (CH₃Li)₄, four lithium atoms sit at the corners of a tetrahedron and a methyl carbon sits above each of its four faces. Each carbon therefore touches three lithium atoms, and each lithium atom touches three carbons. We study one carbon and the triangle below it, and call this unit a cap.

The carbon uses three of its hybrid orbitals for the C–H bonds, which we leave out. The fourth, \(c\), points at the centre of the lithium triangle. Each lithium atom contributes one orbital, \(l_1\), \(l_2\) or \(l_3\), aimed at the same face. We assume that a lithium atom has a different hybrid available for each of its three faces, so that the caps can be treated separately. The second half examines this assumption.

The electron count is as follows. Four methyl groups bring one electron each to these orbitals, and four lithium atoms bring one valence electron each. That makes eight electrons for four caps, or two electrons per cap.

We use the Hückel model in its simplest form. Each electron moves independently in a fixed one-electron Hamiltonian \(H\), and the four orbitals are orthonormal. The matrix elements are

\[
\langle c|H|c\rangle=\alpha_C,\qquad
\langle l_i|H|l_i\rangle=\alpha_L=\alpha_C+\Delta ,
\]
\[
\langle c|H|l_i\rangle=-b,\qquad
\langle l_i|H|l_j\rangle=-t\quad(i\neq j),
\]

with \(b>0\) and \(t\ge 0\). The gap \(\Delta\) is positive when the carbon orbital is the lower one. In the order \(c,l_1,l_2,l_3\) the matrix is

\[
H=\begin{pmatrix}
\alpha_C&-b&-b&-b\\
-b&\alpha_L&-t&-t\\
-b&-t&\alpha_L&-t\\
-b&-t&-t&\alpha_L
\end{pmatrix}.
\]

The minus signs express a choice of phases: all four orbitals are positive in the region where they meet, and an in-phase combination is bonding. The sign in front of \(b\) has no physical content, because replacing \(c\) by \(-c\) reverses it and leaves every level unchanged. The sign in front of \(t\) is different. Reversing the phase of one lithium orbital changes the sign of two of the three lithium–lithium elements, so the product of the three, \(-t^3\), keeps its sign. Whether the in-phase lithium combination is lowered or raised is therefore a real property of the triangle. We take it to be lowered.

### Separating the lithium combinations

The three lithium orbitals enter in the same way, so we look for combinations adapted to this equivalence. Reading the columns of the matrix gives

\[
Hl_1=-b\,c+\alpha_L l_1-t\,l_2-t\,l_3 ,
\]

and the corresponding equations for \(l_2\) and \(l_3\). Add all three. The orbital \(c\) appears three times with coefficient \(-b\). Each lithium orbital appears once with \(\alpha_L\) and twice with \(-t\). Hence

\[
H(l_1+l_2+l_3)=-3b\,c+(\alpha_L-2t)(l_1+l_2+l_3).
\]

The normalised sum is \(s=(l_1+l_2+l_3)/\sqrt3\). Dividing the last equation by \(\sqrt3\) gives

\[
Hs=-\sqrt3\,b\,c+(\alpha_L-2t)\,s .
\]

For the carbon orbital, the first column gives

\[
Hc=\alpha_C c-b(l_1+l_2+l_3)=\alpha_C c-\sqrt3\,b\,s .
\]

The orbitals \(c\) and \(s\) thus form a closed pair. Their coupling is \(-\sqrt3\,b\): three contacts each contribute \(-b\), and the normalisation of \(s\) divides the sum by \(\sqrt3\).

Two lithium combinations remain. Write one as \(u=u_1l_1+u_2l_2+u_3l_3\). It is orthogonal to \(s\) when \(u_1+u_2+u_3=0\). The carbon coefficient of \(Hu\) is \(-b(u_1+u_2+u_3)=0\). The coefficient of \(l_1\) is

\[
\alpha_Lu_1-t(u_2+u_3)=\alpha_Lu_1-t(-u_1)=(\alpha_L+t)u_1 ,
\]

and the same holds for \(l_2\) and \(l_3\). Therefore \(Hu=(\alpha_L+t)u\). Two independent combinations satisfy the condition, for example \((l_1-l_2)/\sqrt2\) and \((l_1+l_2-2l_3)/\sqrt6\), so there is a degenerate pair at

\[
E_e=\alpha_L+t .
\]

These orbitals have no carbon part. Lithium–lithium resonance raises them by \(t\) and lowers \(s\) by \(2t\), so the sum of the three lithium energies is unchanged.

### The two levels that contain carbon

In the pair \(c,s\) the condition for a level \(E\) is

\[
(\alpha_C-E)(\alpha_L-2t-E)-3b^2=0 .
\]

It is convenient to use the mean of the two diagonal energies and half their difference:

\[
M=\frac{\alpha_C+\alpha_L-2t}{2},\qquad
x=\frac{(\alpha_L-2t)-\alpha_C}{2}=\frac{\Delta}{2}-t .
\]

Then \(\alpha_C=M-x\) and \(\alpha_L-2t=M+x\), and the condition becomes

\[
(M-E-x)(M-E+x)=(M-E)^2-x^2=3b^2 .
\]

Its two solutions are

\[
E_\pm=M\pm R,\qquad R=\sqrt{x^2+3b^2}.
\]

We must find which level the two electrons occupy. Since \(b\neq0\), \(R>|x|\), and so \(E_-=M-R<M+x=\alpha_L-2t\). For \(t\ge0\) this is no higher than \(\alpha_L+t=E_e\). Hence \(E_-\) is the lowest of the four levels and holds both electrons. For negative \(t\) the last comparison fails, and the order of the levels would have to be examined again.

We define the stabilisation per electron as the depth of the occupied level below the carbon orbital:

\[
D=\alpha_C-E_-=(M-x)-(M-R)=R-x ,
\]

or, written out,

\[
D=\sqrt{\left(\frac{\Delta}{2}-t\right)^2+3b^2}-\left(\frac{\Delta}{2}-t\right).
\]

The reference state has both electrons in the carbon orbital, that is, a methyl anion beside a triangle without electrons in its three face orbitals. The pair as a whole is stabilised by \(2D\) relative to it.

### Numbers for one cap

We take round parameters: \(\alpha_C=-10\) eV, \(\alpha_L=-4\) eV, \(b=1.5\) eV and \(t=0.5\) eV. The gap is \(\Delta=6\) eV. Then

\[
x=3.0-0.5=2.5\ \text{eV},\qquad
3b^2=3(1.5)^2=6.75\ \text{eV}^2 ,
\]
\[
R=\sqrt{6.25+6.75}\ \text{eV}=3.606\ \text{eV},\qquad
D=3.606-2.500=1.106\ \text{eV}.
\]

Multiplied by the elementary charge and the Avogadro constant, this is 107 kJ/mol for each of the two electrons. The mean energy is \(M=(-10-4-1)/2=-7.5\) eV. The occupied level therefore lies at \(-11.11\) eV, its antibonding partner at \(-3.89\) eV, and the degenerate pair at \(-4.0+0.5=-3.5\) eV.

### When the stabilisation equals \(\sqrt3\,b\)

Switching off the lithium–lithium resonance, with \(\Delta\) and \(b\) held fixed, gives

\[
D_{t=0}=\sqrt{\frac{\Delta^2}{4}+3b^2}-\frac{\Delta}{2}.
\]

This is not \(\sqrt3\,b\) unless the gap also vanishes. In the example it is \(\sqrt{9+6.75}-3=0.969\) eV, whereas \(\sqrt3\,b=2.598\) eV.

The exact condition follows by setting \(D=\sqrt3\,b\), which means \(R=x+\sqrt3\,b\). Squaring both sides gives

\[
x^2+3b^2=x^2+2\sqrt3\,b\,x+3b^2 ,
\]

so \(2\sqrt3\,b\,x=0\), and hence \(x=0\). Conversely, \(x=0\) gives \(R=\sqrt3\,b=D\). The stabilisation equals \(\sqrt3\,b\) if and only if

\[
\Delta=2t .
\]

In words, the carbon orbital must be degenerate with the in-phase lithium combination, not with a single lithium orbital. When \(t=0\) the two requirements coincide and the condition is \(\Delta=0\). The familiar root-three stabilisation is thus recovered at vanishing lithium–lithium resonance for equal orbital energies. If the orbital energies are unequal and there is no lithium–lithium resonance, the root of three survives in the coupling between \(c\) and \(s\), but not in the energy.

The approach to this limit is easy to follow at \(\Delta=0\). Then \(x=-t\) and

\[
D_{\Delta=0}=t+\sqrt{t^2+3b^2}.
\]

For \(t\ll\sqrt3\,b\) the square root differs from \(\sqrt3\,b\) by a term of order \(t^2\), so that \(D\approx\sqrt3\,b+t\). With \(b=1.5\) eV and \(t=0.5\) eV the full formula gives \(0.500+\sqrt{0.25+6.75}=3.146\) eV. As \(t\) goes to zero this falls to 2.598 eV.

### The limit of a large gap

The difference \(R-x\) hides the behaviour at large gap, because two nearly equal numbers are subtracted. Multiply and divide by \(R+x\), which is positive:

\[
D=\frac{(R-x)(R+x)}{R+x}=\frac{R^2-x^2}{R+x}=\frac{3b^2}{R+x}.
\]

At \(t=0\) the denominator is \(\Delta/2+\sqrt{\Delta^2/4+3b^2}\). When \(\Delta\gg\sqrt3\,b\) it tends to \(\Delta\), and

\[
D_{t=0}\approx\frac{3b^2}{\Delta}.
\]

This is the second-order result: each contact contributes \(b^2/\Delta\), and to this order the three contributions add. For any positive \(\Delta\) the true denominator is larger than \(\Delta\), so the estimate is too high. Here it gives \(6.75/6=1.125\) eV, which is 16% above the value 0.969 eV of the full formula at \(t=0\).

### Why three contacts give a factor between \(\sqrt3\) and 3

For one contact, the two-orbital problem has coupling \(b\) in place of \(\sqrt3\,b\), and

\[
D_1=\sqrt{\frac{\Delta^2}{4}+b^2}-\frac{\Delta}{2}
=\frac{b^2}{\Delta/2+\sqrt{\Delta^2/4+b^2}} .
\]

In the example this is \(\sqrt{9+2.25}-3=0.354\) eV. Let \(y=\Delta/(2b)\). The ratio of the two stabilisations, both at \(t=0\) and with the same \(\Delta\) and \(b\), is

\[
\rho(y)=\frac{D_{t=0}}{D_1}=3\,\frac{y+\sqrt{y^2+1}}{y+\sqrt{y^2+3}} .
\]

At \(y=0\) it is \(3/\sqrt3=\sqrt3\). For large positive \(y\) the fraction tends to 1, and \(\rho\) tends to 3. To see how it moves between these limits, use

\[
\frac{d}{dy}\ln\!\left(y+\sqrt{y^2+k}\right)
=\frac{1+y/\sqrt{y^2+k}}{y+\sqrt{y^2+k}}=\frac{1}{\sqrt{y^2+k}} .
\]

It follows that

\[
\frac{d\ln\rho}{dy}=\frac{1}{\sqrt{y^2+1}}-\frac{1}{\sqrt{y^2+3}}>0 .
\]

The ratio rises steadily from \(\sqrt3\) towards 3 as the gap grows. The example has \(y=6/3=2\), and \(\rho=2.74\). This accounts for the opening numbers. At zero gap the energy is linear in the coupling, so that a coupling larger by \(\sqrt3\) gives an energy larger by \(\sqrt3\). At large gap the energy is quadratic in the coupling, and the same enhancement gives a factor of 3.

### Unequal contacts

The origin of the root becomes plainer if the carbon is displaced from the axis, so that the three contacts have strengths \(b_1,b_2,b_3\). Keep \(t=0\). The carbon orbital then couples to

\[
s_b=\frac{b_1l_1+b_2l_2+b_3l_3}{B},\qquad B=\sqrt{b_1^2+b_2^2+b_3^2},
\]

with matrix element

\[
\langle c|H|s_b\rangle=-\frac{b_1^2+b_2^2+b_3^2}{B}=-B .
\]

Lithium combinations orthogonal to \(s_b\) have no matrix element with \(c\), because \(\sum_i b_iu_i=0\) for them. At \(t=0\) all lithium combinations have the same energy \(\alpha_L\), so these two also do not mix with \(s_b\). The stabilisation is

\[
D=\sqrt{\frac{\Delta^2}{4}+B^2}-\frac{\Delta}{2}.
\]

The strengths add as squares, and three equal ones give \(B=\sqrt3\,b\). When \(t\neq0\) and the contacts are unequal, \(s_b\) is in general not an eigenvector of the lithium block. The reduction to two orbitals then fails. One lithium combination still separates: if \(\sum_i u_i=0\) and \(\sum_i b_iu_i=0\), then \(Hu=(\alpha_L+t)u\). A problem of three orbitals remains.

## Second half: charge, empty levels and the limits of the model

### Symbols and results carried over

A carbon orbital \(c\) of energy \(\alpha_C\) caps three lithium orbitals of energy \(\alpha_L=\alpha_C+\Delta\). The resonance integrals are \(-b\) for each C–Li contact and \(-t\) for each Li–Li contact. The carbon orbital couples with strength \(-\sqrt3\,b\) to the in-phase lithium combination \(s\), whose energy is \(\alpha_L-2t\). With

\[
x=\frac{\Delta}{2}-t,\qquad R=\sqrt{x^2+3b^2},\qquad M=\frac{\alpha_C+\alpha_L-2t}{2},
\]

the levels are \(E_\pm=M\pm R\) and a degenerate pair \(E_e=\alpha_L+t\). Two electrons occupy \(E_-\), which lies \(D=R-x\) below \(\alpha_C\). The example has \(\alpha_C=-10\) eV, \(\alpha_L=-4\) eV, \(b=1.5\) eV and \(t=0.5\) eV, which give \(x=2.5\) eV, \(R=3.606\) eV and \(D=1.106\) eV.

### Where the pair resides

Write the occupied orbital as \(\phi=\cos\theta\,c+\sin\theta\,s\). The carbon row of the eigenvalue equation is

\[
(\alpha_C-E_-)\cos\theta-\sqrt3\,b\sin\theta=0 ,
\qquad\text{so}\qquad
\tan\theta=\frac{D}{\sqrt3\,b}.
\]

Both coefficients have the same sign, as expected for a bonding combination. Now use \(3b^2=R^2-x^2=(R-x)(R+x)\):

\[
\tan^2\theta=\frac{(R-x)^2}{(R-x)(R+x)}=\frac{R-x}{R+x}.
\]

Together with \(\cos^2\theta+\sin^2\theta=1\) this gives

\[
\cos^2\theta=\frac{R+x}{2R},\qquad \sin^2\theta=\frac{R-x}{2R}.
\]

Two electrons occupy \(\phi\). The population of the carbon orbital and the total population of the three lithium orbitals are therefore

\[
n_C=1+\frac{x}{R},\qquad n_L=1-\frac{x}{R}.
\]

In the example \(x/R=0.693\), so \(n_C=1.69\) and \(n_L=0.31\). The pair belongs mostly to carbon. It would be shared equally at \(x=0\), which is also the condition for \(D=\sqrt3\,b\).

The bond order between two orbitals is twice the product of their coefficients in \(\phi\). Each lithium orbital has coefficient \(\sin\theta/\sqrt3\). From the squares above,

\[
\sin\theta\cos\theta=\frac{\sqrt{R^2-x^2}}{2R}=\frac{\sqrt3\,b}{2R},
\]

and hence

\[
p_{CL}=\frac{2\sin\theta\cos\theta}{\sqrt3}=\frac{b}{R},\qquad
p_{LL}=\frac{2\sin^2\theta}{3}=\frac{n_L}{3}.
\]

The numbers are \(p_{CL}=0.42\) and \(p_{LL}=0.10\). The Li–Li bond order equals the population of one lithium orbital, because the three lithium coefficients are equal.

We have found the levels of one cap, the condition \(\Delta=2t\) under which the stabilisation equals \(\sqrt3\,b\), and the way the electron pair is shared between carbon and lithium. What remains is to find how much lithium–lithium resonance contributes, how the energy balance and the empty levels work out, and how far the model's assumptions hold.

Numerical values quoted here were computed with a short program.
